# Correcting the pressure of charged periodic cells for the potential zero, part 2

The problem is how the pressure $P$ of a charged periodic cell depends on the zero of potential, and how to correct it. Hartree atomic units are used, with charge in units of $e$. A cell of volume $\Omega$ with ionic charge $Z$ and $N$ electrons has net charge $q=Z-N$ and a neutralizing uniform background. An electron has potential energy $v=-\phi$ in the electrostatic potential $\phi$. Strain takes $\Omega$ to $\Omega(1+\eta)$ at fixed scaled ionic positions, and $\Omega P=-dE/d\eta$.

The layered Hartree insulator, strained only along $x$, has area $A=25$ bohr², $M$ atoms at spacing $a=4$ bohr, length $L=Ma$, and $\phi''=-4\pi\rho/A$, with $\rho(x)$ the charge per unit length. Each atom is a Gaussian sheet of width $0.5$ bohr plus a well $-V e^{-x^2/2w^2}$, $w=0.7$ bohr. Hosts have charge 2, $V_H=1.5$ Ha; a defect has charge 1, $V_D=1.0$ Ha and a half-filled gap level $\varepsilon_D$. Springs $K=0.05$ Ha/bohr² of rest length $a$ join neighbours.

Convention I zeroes the mean electrostatic potential, II the mean total local potential. Then $\varepsilon^I=\varepsilon^{II}+c$, with $c=-\sum Vw\sqrt{2\pi}/L$: $c_{bulk}=-0.657990$ Ha (perfect crystal), $c_{def}=-0.630574$ Ha (eight atoms, one defect). By (a), a potential shift $c$ gives

$$\Omega\,(P'-P)=q\,\frac{dc}{d\eta}.$$

By (c), charge taken from the perfect crystal's valence-band maximum $\varepsilon_v$ gives

$$\Omega\,\frac{\partial P}{\partial q}\bigg|_{q=0}=-\frac{\partial^2E}{\partial q\,\partial\eta}=\frac{d\varepsilon_v}{d\eta}\equiv a_{conv},$$

and charge from a defect level gives $\Omega\,\partial P/\partial q=d\varepsilon_D^{conv}/d\eta$.

In (d), a long neutral cell has a region A strained by $\eta$ and an unstrained region B, each with one defect. Moving electrons of charge $\delta$ from A's defect to B's defines

$$\Omega\,\frac{\partial P_{abs}}{\partial q}\equiv-\frac{\partial^2E}{\partial\delta\,\partial\eta}=\frac{d(\varepsilon_A-\varepsilon_B)}{d\eta}.$$

Let $\bar v_A$, $\bar v_B$ be local period averages of the convention's potential in bulk-like parts, and $\bar v_{far}$ that average far from the neutral defect in a periodic cell. The defect-free superlattice gives the lineup slope $\lambda_{conv}=d(\bar v_A-\bar v_B)/d\eta$, and

$$\Omega\,\frac{\partial P_{abs}}{\partial q}=\Omega\,\frac{\partial P_{conv}}{\partial q}+\lambda_{conv}-\frac{d\bar v_{far}}{d\eta}.$$

The last term is the alignment term. The absolute deformation potential is $a_{abs}=a_{conv}+\lambda_{conv}$.

The alignment term is small in a large cell. Write the average over the $j$-th period from the defect as $\bar v_\infty+\delta_j$, with $\delta_j$ decaying. The cell average vanishes, so $M\bar v_\infty=-\sum_j\delta_j$, and $\bar v_{far}=\bar v_\infty+\delta_{M/2}$ scales as $1/M$ once $\delta_{M/2}$ and the overlap of the states with their periodic images are negligible. In convention I, $M\,d\bar v_{far}/d\eta$ is $0.050721$ Ha for $M=8$ and $0.050606$ Ha for $M=12$, 16 and 24. The program tests the $1/M$ law between 16 and 24, and tests that the deviation from the $M=24$ value falls at least fivefold from $M=8$ to $M=12$. Convention II gives $0.270052$ Ha for $M=8$ and $0.269937$ Ha for $M=12$, 16 and 24. The difference follows from $\bar v^{II}_{far}-\bar v^I_{far}=c_{bulk}-c_{def}$, whose slope is $c_{def}-c_{bulk}=(V_H-V_D)w\sqrt{2\pi}/(Ma)$, so that $M$ times it is the same for every $M$: $8\times(0.657990-0.630574)=0.21933$ Ha, and $0.269937-0.050606=0.21933$ Ha.

For $M=16$ the corrected slopes are

$$\text{I: }-0.085476+0.040628-0.003163=-0.048011\ \text{Ha},$$

$$\text{II: }-0.729760+0.698620-0.016871=-0.048011\ \text{Ha}.$$

The mixed derivative of the total energy of the neutral superlattice with two defects is $-0.048011$ Ha $=-1.306$ eV. For $M=8$ the raw slopes $-0.082340$ and $-0.712916$ Ha both become $-0.048052$ Ha, which is $4\times10^{-5}$ Ha, or about $0.1\%$, from the direct value. The excess alignment, $(0.050721-0.050606)/8=1.4\times10^{-5}$ Ha, accounts for a third of this. Both this part and the rest come from the overlap of periodic images in the short cell, that is from its $\Gamma$-point boundary condition. With the Bloch phase $kL=\pi$ in place of $0$ the error changes sign, and with $kL=\pi/2$ it falls below $10^{-6}$ Ha while $M\,d\bar v_{far}/d\eta$ becomes $0.050608$ Ha. The dispersion of the defect level in a fixed potential supplies only about $4\times10^{-6}$ Ha, so most of the error enters through the self-consistent density. (The listed program uses $kL=0$ only.) The program requires corrected values within $10^{-4}$ Ha of the direct one and raw values more than $10^{-3}$ Ha from it.

## (e) Is the lineup a bulk property?

Express $\lambda_I$, to first order in strain, through the charge induced by moving one atomic plane of a crystal with one atom per cell. When does this fail, and does the result depend on direction in a cubic crystal?

**Solution.** Let $f(x-X_j)=\partial\rho/\partial X_j$ be the self-consistent total charge induced by moving plane $j$. In an insulator it is localized and has moments $Q_n=\int x^nf\,dx$. For displacements $u_j=u(X_j)$ the induced charge is $\delta\rho(x)=\sum_ju_jf(x-X_j)$, with transform $\delta\rho(k)=f(k)\sum_ju_je^{-ikX_j}$. For smooth $u$ and $|k|\ll\pi/a$ the sum is $u(k)/a$, and $f(k)=\sum_n(-ik)^nQ_n/n!$. Each factor $ik$ is a derivative, so the macroscopic charge is

$$\delta\bar\rho=\frac1a\left(Q_0u-Q_1u'+\frac{Q_2}{2}u''-\frac{Q_3}{6}u'''+\dots\right).$$

Reflection through the plane reverses its displacement, so $f$ is odd and $Q_0=Q_2=0$. Translating a neutral slab of $M$ planes rigidly leaves its dipole unchanged. That change is $MQ_1$ plus surface terms independent of $M$, per unit displacement, and it vanishes for all $M$, so $Q_1=0$. Poisson's equation becomes $\bar\phi''=(4\pi Q_3/6Aa)\,u'''$. Two integrations give $\bar\phi=(4\pi Q_3/6Aa)\,u'$ plus a linear function, whose slope vanishes by periodicity of the long cell and whose constant drops out of a difference. The next moment $Q_5$ contributes to $\bar\phi$ a term in $u'''$, and so on, all zero where the strain is uniform. The potential is thus flat in each region and the step is independent of the interface profile at this order. In a uniformly strained region the potential is a constant plus short-period oscillations, and both the period average and the long-wave filter return the constant. With $u'=\eta$ in A, $u'=0$ in B and $v=-\phi$,

$$\lambda_I=-\frac{4\pi Q_3}{6Aa}.$$

As a limit, take rigid neutral atoms with charge $\rho_1(x-X)$ and second moment $m_2$. Then $f=-\rho_1'$, and integration by parts gives $Q_3=3m_2$ and $\lambda_I=-2\pi m_2/(Aa)$. Directly, $\int\phi\,dx=\int\tfrac12x^2\phi''dx=-2\pi m_2/A$ per atom, so $\bar v=2\pi m_2/[Aa(1+\eta)]$, with the same slope. In the self-consistent model a displaced plane in a 16-atom cell gives $Q_3=-1.939809$ $e\,$bohr², and $4\pi\times1.939809/600=0.040627$ Ha, against $0.040628$ Ha from the superlattice. The program tests this agreement and $Q_1=0$.

Without the symmetry $x\to-x$, which needs several atoms per cell, $Q_2$ summed over the planes of a cell of length $a$ can be nonzero. It gives $\bar\phi=-(2\pi Q_2/Aa)\,u$ plus a linear function fixed by periodicity of the long cell. The slopes of $\bar\phi$ in A and B then differ by $-(2\pi Q_2/Aa)\,\eta$, and both regions carry a field. This piezoelectric field leaves no constant lineup. In a crystal, lack of inversion alone does not force it: in the class $T_d$ the longitudinal $Q_2$ is proportional to $n_1n_2n_3$ and vanishes along [100] and [110]. In a metal, electrons flow until A and B share one Fermi level, so the transfer energy at the Fermi level has no strain derivative at macroscopic distances, and a fixed local charge cannot be held. With several atoms per cell, internal relaxation under strain adds terms to the clamped result.

In three dimensions the octupole is a tensor $Q_{\alpha\beta\gamma\delta}$, with $\alpha$ the displacement direction and symmetry in the last three indices. It is defined with the macroscopic field removed, and screening in a cubic crystal divides it by a scalar $\epsilon$. For planes normal to $\mathbf n$ displaced along $\mathbf n$, the role of the self-consistent, screened $Q_3$ is played by $Q_L/\epsilon$, with $Q_L=Q_{\alpha\beta\gamma\delta}n_\alpha n_\beta n_\gamma n_\delta$. Take full cubic symmetry $O_h$, as in a crystal with one atom per cell. (With only cyclic axis permutations, as in the class $T_h$, $Q_{1122}$ and $Q_{1133}$ differ, and their mean replaces $Q_{1122}$ in $Q_L$ below. The transverse formula further on then gains the term $\tfrac32(Q_{1122}-Q_{1133})\sum_\alpha t_\alpha n_\alpha(n_{\alpha+1}^2-n_{\alpha+2}^2)$, with cyclic indices.) Reflections of the cubic axes force each index to occur an even number of times, and axis permutations leave two numbers. One is $Q_{1111}$. The other is $Q_{1122}$, in which the partner of $\alpha$ can sit in any of three places. Using $\sum_{\alpha\ne\beta}n_\alpha^2n_\beta^2=1-\sum_\alpha n_\alpha^4$,

$$Q_L=Q_{1111}\sum_\alpha n_\alpha^4+3Q_{1122}\Big(1-\sum_\alpha n_\alpha^4\Big),$$

which the program tests on a random tensor averaged over the cubic group. Since $\sum n_\alpha^4$ is 1 along [100] and $1/3$ along [111], $Q_L$ is isotropic only if $Q_{1111}=3Q_{1122}$, which symmetry does not require. Hence $a_{abs}$ belongs to a longitudinal strain along a stated direction, with $a_{conv}$ taken for the same strain, and a hydrostatic value needs a stated directional average. The word "absolute" refers to exchange with unstrained material of the same crystal, which is the situation of a defect in a slowly varying longitudinal strain wave. A displacement along $\mathbf t\perp\mathbf n$ replaces $Q_L$ by $Q_{\alpha\beta\gamma\delta}t_\alpha n_\beta n_\gamma n_\delta=(Q_{1111}-3Q_{1122})\sum_\alpha t_\alpha n_\alpha^3$, so a general elastic field needs the full tensor. An electron sent to vacuum through a strained surface crosses a surface dipole whose strain dependence can add a surface term to the slope. The term is absent if the surface region is unstrained, and absent for rigid atoms, whose $\bar v=2\pi m_2/[Aa(1+\eta)]$ is already measured from vacuum.

## (f) Relaxation volumes

Find the volume change per unit charge at fixed external pressure, evaluate it for the eight-atom defect cell, and find a combination that needs no $a_{abs}$.

**Solution.** Let the neutral cell, with its scaled ionic positions held fixed, be in equilibrium against homogeneous strain at $P_0$, with modulus $B=-\Omega\,dP/d\Omega$. After charging, equilibrium requires $P(\Omega,q)-B\,\Delta\Omega/\Omega=P_0$ to first order, so

$$\Delta\Omega=\frac{\Omega\,(P-P_0)}{B},\qquad\frac{\partial\Delta\Omega}{\partial q}=\frac1B\,\Omega\,\frac{\partial P}{\partial q}.$$

The convention error $q\,(dc/d\eta)/B$ does not shrink with cell size.

The cell has $\Omega=800$ bohr³, and only homogeneous strain is allowed. The atoms keep their scaled positions, although the bonds next to the defect are not in balance with the others, so the volumes below are clamped-ion values, which internal relaxation would change. The output shows $P_0=-3.35$ GPa: the springs are at rest length and exert no force, the remaining energy pulls inward, and the reference state is held under tension. It is stable against this strain, with $B=0.006448$ Ha/bohr³ $=190$ GPa. The springs alone give $MKa^2/\Omega=Ka/A=0.008$ Ha/bohr³, so the remaining contribution is negative. The slopes $\partial P/\partial q$ are $-3.03$ (I), $-26.2$ (II) and $-1.77$ GPa per unit charge (absolute). The volumes per unit charge are

$$\text{I: }\frac{-0.082340}{0.006448}=-12.77,\qquad\text{II: }\frac{-0.712916}{0.006448}=-110.6,\qquad\text{abs: }\frac{-0.048011}{0.006448}=-7.45\ \text{bohr}^3,$$

the last being $-1.10$ Å³. Solving the equilibrium condition at $q=\pm0.01$ gives $-12.772$ and $-110.58$ bohr³, about $0.02\%$ larger in magnitude than the linear values $-12.769$ and $-110.56$, within the tested tolerance; higher orders in $q$ are the conjectured cause. The absolute sign has a direct reading. The defect level falls under expansion, so an electron in it pushes the lattice outward, and its removal contracts the cell.

Now let the electron fill a hole already present at the valence-band maximum of the same, equally strained crystal. By (c) this carrier, of charge $-q$, contributes $-a_{conv}$ per unit $q$. Referring the defect level to the bulk zero through $\bar v_{far}$,

$$\Omega\,\frac{\partial P_{conv}}{\partial q}-\frac{d\bar v_{far}}{d\eta}-a_{conv}=\frac{d}{d\eta}\left[(\varepsilon_D^{conv}-\bar v_{far})-\varepsilon_v^{conv}\right].$$

The right side is the slope of a difference of two levels on one scale, so $c$ cancels and no lineup is needed. Convention I gives $-0.082340-0.006340+0.254246=0.165566$ Ha, convention II gives $-0.712916-0.033756+0.912239=0.165567$ Ha, and the program tests their equality. Adding $a_{abs}=-0.213619$ Ha returns $-0.04805$ Ha, the corrected value for $M=8$. The absolute deformation potential is needed, in an insulator with a constant lineup as in (e), when the two partners of a neutral pair sit in differently strained parts of the crystal, and it drops out when they share the same strain.

## Table of computed values

```
3D: L=6.0 bohr, Z=4.0, N=3.0, widths ion 0.8, electron 1.0 bohr
3D c (Gaussian - point) = -0.074467 Ha
3D E point = -7.359569 Ha
3D E Gaussian = -7.285102 Ha
3D P Gaussian - P point = 10.143083 GPa
3D Madelung constant = 2.837297 
1D: A=25.0 bohr^2, a=4.0, sigma=0.5, well width=0.7 bohr, K=0.05 Ha/bohr^2
1D: host Z=2.0, V=1.5 Ha; defect Z=1.0, V=1.0 Ha; steps eta=0.002, q=0.002
1D: superlattice of 12+12 atoms
bulk VBM (I) = -0.794873 Ha
bulk CBM (I) = -0.020674 Ha
defect level, 8 atoms (I) = -0.479087 Ha
c (I - II) bulk = -0.657990 Ha
c (I - II) defect cell 8 = -0.630574 Ha
Omega(P_I - P_II), q=0.05, 8 atoms = 0.031529 Ha
P_I - P_II, q=0.05, 8 atoms = 1.159512 GPa
a_conv VBM (I) = -0.254246 Ha
Omega dP/dq bulk hole (I) = -0.254246 Ha
lineup slope (I) = 0.040628 Ha
a_conv VBM (II) = -0.912239 Ha
Omega dP/dq bulk hole (II) = -0.912239 Ha
lineup slope (II) = 0.698620 Ha
a_abs VBM = -0.213619 Ha
a_abs VBM = -5.812856 eV
Q3 = -1.939809 e bohr^2
-4 pi Q3/(6 A a) = 0.040627 Ha
M=8: M dvfar/deta = 0.050721 (I), 0.270052 (II) Ha
M=12: M dvfar/deta = 0.050606 (I), 0.269937 (II) Ha
M=16: M dvfar/deta = 0.050606 (I), 0.269937 (II) Ha
M=24: M dvfar/deta = 0.050606 (I), 0.269937 (II) Ha
M=8 (I): Omega dP/dq=-0.082340, dvfar/deta=0.006340, corrected=-0.048052 Ha
M=8 (II): Omega dP/dq=-0.712916, dvfar/deta=0.033756, corrected=-0.048052 Ha
M=16 (I): Omega dP/dq=-0.085476, dvfar/deta=0.003163, corrected=-0.048011 Ha
M=16 (II): Omega dP/dq=-0.729760, dvfar/deta=0.016871, corrected=-0.048011 Ha
neutral superlattice -d2E/(d delta d eta) = -0.048011 Ha
neutral superlattice -d2E/(d delta d eta) = -1.306447 eV
neutral combination (defect+ and VBM electron) = 0.165566 Ha
relaxation volume per e, M=8 (I): relaxed -12.7722, linear -12.7691 bohr^3
dP/dq, M=8 (I) = -3.028160 GPa/e
relaxation volume per e, M=8 (II): relaxed -110.5765, linear -110.5575 bohr^3
dP/dq, M=8 (II) = -26.218400 GPa/e
Omega, M=8 = 800.000000 bohr^3
P0 neutral defect cell = -3.347460 GPa
B = 0.006448 Ha/bohr^3
B = 189.717752 GPa
dP_abs/dq, M=8 = -1.765667 GPa/e
absolute relaxation volume per e = -7.445448 bohr^3
absolute relaxation volume per e = -1.103302 Angstrom^3
```
